# Exchange in singlet and triplet excitons from one spatial transition: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for one spatial transition i -> a of a closed shell, the
Tamm-Dancoff electron-hole energies are
    singlet: gap - D + 2 K        each of three triplets: gap - D
gap = e_a - e_i   difference of orbital energies
D   = (ii|W|aa)   direct attraction (W = v, the bare Coulomb one, gives J)
K   = (ia|v|ia)   exchange integral, always with the bare interaction v
K_W = (ia|W|ia)   enters only through the coupling to de-excitations
Orbital index 0 is i, 1 is a; spin index 0 is up, 1 is down.
Independent roads: many-electron operators in Fock space, a Fourier integral,
and numerical linearization of the mean-field equation of motion.
Atomic units inside, eV and angstrom in the output.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from pyscf import gto

EV = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius") * 1e10   # angstrom

# ---------- Fock space of four spin orbitals (Jordan-Wigner matrices) ----------
def annihilator(mode, n_modes=4):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = np.eye(1)
    for k in range(n_modes):
        factor = sign if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result

c = [[annihilator(2 * p + s) for s in range(2)] for p in range(2)]
vacuum = np.zeros(16)
vacuum[0] = 1.0
reference = c[0][0].T @ c[0][1].T @ vacuum

# pairs: (spin of electron in a, spin label of the electron removed from i)
pairs = [(0, 0), (1, 1), (0, 1), (1, 0)]
pair_names = ["up,up", "dn,dn", "up,dn", "dn,up"]
excited = np.array([c[1][s].T @ c[0][t] @ reference for s, t in pairs]).T
assert np.allclose(excited.T @ excited, np.eye(4))

r2 = 1 / np.sqrt(2)
adapt = np.array([[r2, r2, 0, 0], [r2, -r2, 0, 0],
                  [0, 0, 1, 0], [0, 0, 0, 1]]).T
adapted_names = ["singlet", "triplet M=0", "triplet M=+1", "triplet M=-1"]
adapted = excited @ adapt

def many_electron_hamiltonian(h, v):
    ham = np.zeros((16, 16))
    for p in range(2):
        for q in range(2):
            for s in range(2):
                ham += h[p, q] * c[p][s].T @ c[q][s]
            for r in range(2):
                for u in range(2):
                    for s in range(2):
                        for t in range(2):
                            ham += 0.5 * v[p, q, r, u] * (
                                c[p][s].T @ c[r][t].T @ c[u][t] @ c[q][s])
    return ham

def orbital_fock(h, v, w):
    return h + 2 * v[:, :, 0, 0] - w[:, 0, 0, :]

def excitation_matrix(ham):
    e_ref = reference @ ham @ reference
    return excited.T @ ham @ excited - e_ref * np.eye(4)

# ---------- spin of the four adapted states ----------
s_plus = sum(c[p][0].T @ c[p][1] for p in range(2))
s_z = 0.5 * sum(c[p][0].T @ c[p][0] - c[p][1].T @ c[p][1] for p in range(2))
s_squared = s_plus.T @ s_plus + s_z @ s_z + s_z
for k, (s2, m) in enumerate([(0, 0), (2, 0), (2, 1), (2, -1)]):
    assert np.allclose(s_squared @ adapted[:, k], s2 * adapted[:, k])
    assert np.allclose(s_z @ adapted[:, k], m * adapted[:, k])

# ---------- random integrals without any spatial symmetry ----------
rng = np.random.default_rng(7)
for trial in range(5):
    h_rand = rng.normal(size=(2, 2))
    h_rand = h_rand + h_rand.T
    g = rng.normal(size=(3, 3))
    g = g + g.T
    v_rand = np.array([[[[g[p + q, r + s] for s in range(2)] for r in range(2)]
                        for q in range(2)] for p in range(2)])
    f_rand = orbital_fock(h_rand, v_rand, v_rand)
    base = f_rand[1, 1] - f_rand[0, 0] - v_rand[0, 0, 1, 1]
    found = adapt.T @ excitation_matrix(
        many_electron_hamiltonian(h_rand, v_rand)) @ adapt
    wanted = np.diag([base + 2 * v_rand[0, 1, 0, 1], base, base, base])
    assert np.allclose(found, wanted, atol=1e-11)

# ---------- H2 in a minimal basis: exactly one spatial transition ----------
bond = 0.74   # angstrom
mol = gto.M(atom=f"H 0 0 0; H 0 0 {bond}", basis="sto-3g",
            unit="Angstrom", verbose=0)
overlap = mol.intor("int1e_ovlp")[0, 1]
orbitals = np.array([[1, 1], [1, -1]]) / np.sqrt(
    [2 * (1 + overlap), 2 * (1 - overlap)])

def to_orbitals(ao):
    return np.einsum("abcd,ap,bq,cr,ds->pqrs", ao, *[orbitals] * 4)

h = orbitals.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ orbitals
v_ao = mol.intor("int2e")
v = to_orbitals(v_ao)
fock = orbital_fock(h, v, v)
assert abs(fock[0, 1]) < 1e-10   # the symmetry orbitals solve Hartree-Fock
gap = fock[1, 1] - fock[0, 0]
J = v[0, 0, 1, 1]
K = v[0, 1, 0, 1]
singlet, triplet = gap - J + 2 * K, gap - J

ham = many_electron_hamiltonian(h, v)
e_ref = reference @ ham @ reference
matrix = excitation_matrix(ham)
energies = np.diag(adapt.T @ matrix @ adapt)
assert np.allclose(np.linalg.eigvalsh(matrix), [triplet] * 3 + [singlet],
                   atol=1e-10)
for k, omega in enumerate([singlet, triplet, triplet, triplet]):
    assert np.allclose(ham @ adapted[:, k], (e_ref + omega) * adapted[:, k],
                       atol=1e-10)   # exact eigenstates in this basis

# Two-electron form: exchange appears as +K and -K in the total energies
total = np.array([adapted[:, k] @ ham @ adapted[:, k] for k in range(4)])
assert np.allclose(total, h[0, 0] + h[1, 1] + J + K * np.array([1, -1, -1, -1]),
                   atol=1e-10)

# Weight of phi_i phi_a in the spin-summed transition density
density_op = sum(c[0][s].T @ c[1][s] for s in range(2))
weights = np.array([reference @ density_op @ adapted[:, k] for k in range(4)])
assert np.allclose(weights, [np.sqrt(2), 0, 0, 0])

# ---------- K as a Fourier integral with a nonnegative integrand ----------
exponents = mol.bas_exp(0)
coefs = mol.bas_ctr_coeff(0)[:, 0] * (2 * exponents / np.pi) ** 0.75
exp_sum = exponents[:, None] + exponents[None, :]
coef_product = np.outer(coefs, coefs) * (np.pi / exp_sum) ** 1.5
distance = bond / BOHR

def integrand(q):
    atom_density = np.sum(coef_product * np.exp(-q * q / (4 * exp_sum)))
    return atom_density ** 2 * (1 - np.sinc(q * distance / np.pi))

K_fourier = quad(integrand, 0, 40, limit=400)[0] / (np.pi * (1 - overlap ** 2))
assert abs(K_fourier - K) < 1e-6 and K > 0

# ---------- mean field with bare Hartree and screened exchange ----------
def linearized_motion(h, v, w):
    """Derivative of [F(P), P] for the four i->a and four a->i elements."""
    def commutator(P):
        P4 = P.reshape(2, 2, 2, 2)
        hartree = np.einsum("pqrs,sxrx->pq", v, P4)
        exchange = np.einsum("psrq,sxry->pxqy", w, P4).reshape(4, 4)
        F = np.kron(h + hartree, np.eye(2)) - exchange
        return F @ P - P @ F
    closed_shell = np.diag([1.0, 1.0, 0.0, 0.0])
    places = [(2 + s, t) for s, t in pairs] + [(t, 2 + s) for s, t in pairs]
    jac = np.zeros((8, 8))
    step = 1e-2
    for col, place in enumerate(places):
        change = np.zeros((4, 4))
        change[place] = step
        slope = (commutator(closed_shell + change)
                 - commutator(closed_shell - change)) / (2 * step)
        jac[:, col] = [slope[x] for x in places]
    return jac

def check_response(w):
    f = orbital_fock(h, v, w)
    gap_w = f[1, 1] - f[0, 0]
    D, K_W = w[0, 0, 1, 1], w[0, 1, 0, 1]
    A = np.array([gap_w - D + 2 * K, gap_w - D])
    B = np.array([2 * K - K_W, -K_W])
    jac = linearized_motion(h, v, w)
    tda = adapt.T @ jac[:4, :4] @ adapt
    assert np.allclose(tda, np.diag([A[0], A[1], A[1], A[1]]), atol=1e-9)
    coupling = adapt.T @ jac[:4, 4:] @ adapt
    assert np.allclose(coupling[:2, :2], np.diag(B), atol=1e-9)
    full = np.sqrt(A ** 2 - B ** 2)
    positive = [full[0], full[1], full[1], full[1]]
    roots = np.linalg.eigvals(jac)
    assert np.max(np.abs(roots.imag)) < 1e-6
    assert np.allclose(np.sort(roots.real),
                       np.sort(positive + [-x for x in positive]), atol=1e-6)
    return gap_w, D, K_W, A, B, full

bare = check_response(v)
mu = 0.5   # inverse angstrom, range parameter of W(r) = erfc(mu r)/r
with mol.with_range_coulomb(mu * BOHR):
    long_range = mol.intor("int2e")
screened = check_response(to_orbitals(v_ao - long_range))
assert abs(screened[3][0] - screened[3][1] - 2 * K) < 1e-12
assert abs(screened[1] - J) > 0.01   # the attraction really was changed

# ---------- output ----------
def show(label, value, unit="eV"):
    print(f"{label}: {value + 0.0:.4f} {unit}")

print("H2, STO-3G, i = even orbital, a = odd orbital")
print(f"bond length: {bond:.2f} angstrom")
show("one-electron energy h_ii", h[0, 0] * EV)
show("one-electron energy h_aa", h[1, 1] * EV)
show("repulsion (ii|v|ii)", v[0, 0, 0, 0] * EV)
show("orbital energy e_i", fock[0, 0] * EV)
show("orbital energy e_a", fock[1, 1] * EV)
show("orbital gap", gap * EV)
show("direct integral J = (ii|v|aa)", J * EV)
show("exchange integral K = (ia|v|ia)", K * EV)
show("K from Fourier integral", K_fourier * EV)
print("Fock-space matrix minus reference energy, eV")
print("order (electron spin, removed spin): " + "; ".join(pair_names))
for name, row in zip(pair_names, matrix):
    print(f"  {name}: " + " ".join(f"{x * EV + 0.0:9.4f}"
                                   for x in np.round(row, 12)))
print("Spin-adapted states: energy (eV), S^2, M, density weight")
for k, name in enumerate(adapted_names):
    state = adapted[:, k]
    print(f"  {name}: {energies[k] * EV:.4f}, "
          f"{state @ s_squared @ state:.1f}, {state @ s_z @ state:.1f}, "
          f"{abs(weights[k]):.4f}")
show("singlet excitation energy", singlet, "hartree")
show("triplet excitation energy", triplet, "hartree")
show("singlet-triplet splitting", (energies[0] - energies[1]) * EV)
show("twice K", 2 * K * EV)
show("electronic energy of reference", e_ref * EV)
show("electronic energy of singlet", total[0] * EV)
show("electronic energy of triplet", total[1] * EV)
for title, data in [("Bare W = v", bare), ("Model W = erfc(mu r)/r", screened)]:
    gap_w, D, K_W, A, B, full = data
    print(title)
    if data is screened:
        show("  mu", mu, "1/angstrom")
    show("  orbital gap", gap_w * EV)
    show("  direct attraction D", D * EV)
    show("  K_W", K_W * EV)
    show("  Tamm-Dancoff singlet", A[0] * EV)
    show("  Tamm-Dancoff triplet", A[1] * EV)
    show("  Tamm-Dancoff splitting", (A[0] - A[1]) * EV)
    show("  de-excitation coupling, singlet", B[0] * EV)
    show("  de-excitation coupling, triplet", B[1] * EV)
    show("  singlet with coupling", full[0] * EV)
    show("  triplet with coupling", full[1] * EV)
print("OK")
```

It prints:

```
H2, STO-3G, i = even orbital, a = odd orbital
bond length: 0.74 angstrom
one-electron energy h_ii: -34.1043 eV
one-electron energy h_aa: -12.9273 eV
repulsion (ii|v|ii): 18.3610 eV
orbital energy e_i: -15.7433 eV
orbital energy e_a: 18.2627 eV
orbital gap: 34.0060 eV
direct integral J = (ii|v|aa): 18.0605 eV
exchange integral K = (ia|v|ia): 4.9310 eV
K from Fourier integral: 4.9310 eV
Fock-space matrix minus reference energy, eV
order (electron spin, removed spin): up,up; dn,dn; up,dn; dn,up
  up,up:   20.8765    4.9310    0.0000    0.0000
  dn,dn:    4.9310   20.8765    0.0000    0.0000
  up,dn:    0.0000    0.0000   15.9455    0.0000
  dn,up:    0.0000    0.0000    0.0000   15.9455
Spin-adapted states: energy (eV), S^2, M, density weight
  singlet: 25.8075, 0.0, 0.0, 1.4142
  triplet M=0: 15.9455, 2.0, 0.0, 0.0000
  triplet M=+1: 15.9455, 2.0, 1.0, 0.0000
  triplet M=-1: 15.9455, 2.0, -1.0, 0.0000
singlet excitation energy: 0.9484 hartree
triplet excitation energy: 0.5860 hartree
singlet-triplet splitting: 9.8620 eV
twice K: 9.8620 eV
electronic energy of reference: -49.8475 eV
electronic energy of singlet: -24.0401 eV
electronic energy of triplet: -33.9021 eV
Bare W = v
  orbital gap: 34.0060 eV
  direct attraction D: 18.0605 eV
  K_W: 4.9310 eV
  Tamm-Dancoff singlet: 25.8075 eV
  Tamm-Dancoff triplet: 15.9455 eV
  Tamm-Dancoff splitting: 9.8620 eV
  de-excitation coupling, singlet: 4.9310 eV
  de-excitation coupling, triplet: -4.9310 eV
  singlet with coupling: 25.3320 eV
  triplet with coupling: 15.1639 eV
Model W = erfc(mu r)/r
  mu: 0.5000 1/angstrom
  orbital gap: 26.8961 eV
  direct attraction D: 10.7365 eV
  K_W: 4.6817 eV
  Tamm-Dancoff singlet: 26.0216 eV
  Tamm-Dancoff triplet: 16.1596 eV
  Tamm-Dancoff splitting: 9.8620 eV
  de-excitation coupling, singlet: 5.1803 eV
  de-excitation coupling, triplet: -4.6817 eV
  singlet with coupling: 25.5007 eV
  triplet with coupling: 15.4666 eV
OK
```
